The Winterbottom construction for a supported crystal, derived in two ways

**Result**

A crystal of fixed volume V and fixed orientation rests on a flat, rigid, inert substrate. Let z point from the substrate into the crystal, let γ(n) > 0 be the energy per area of a free crystal surface with outward normal n, and define

Δ = γ_i − γ_s,

where γ_i is the energy per area of the crystal–substrate interface and γ_s that of the bare substrate. The free crystal has the Wulff shape

W₀ = {x : x·n ≤ γ(n) for all n}.

The supported crystal of least energy is a scaled copy of

W_Δ = {x in W₀ : z ≥ −Δ}.

If its free facets lie at distances λγ from the Wulff centre, the substrate plane lies at the signed distance λΔ, counted from the centre towards the substrate. The factor λ is the same for both. For Δ > 0 the centre lies inside the crystal; for Δ < 0 it lies below the substrate plane. With w the volume of W_Δ,

λ = (V/w)^(1/3),  E_min = 3 w^(1/3) V^(2/3).  (1)

Points of W₀ and W_Δ have coordinates in units of surface energy, so w is an energy per area cubed. Let h₀(n) be the largest value of x·n on W₀; by definition h₀(n) ≤ γ(n). The result holds for

−h₀(+z) < Δ < h₀(−z).  (2)

Outside this range the crystal detaches or spreads, as shown below.

**The energy to be minimised**

In ab initio surface thermodynamics a surface energy is an excess grand potential. For a slab with two equivalent faces of area A,

γ = (G_slab − Σ_k μ_k N_k)/(2A),

where G_slab is its free energy, N_k its number of atoms of species k, and μ_k the chemical potential set by the surrounding gas or bulk phase. The energies γ_i and γ_s are excesses of the same kind. All three must refer to the same temperature and the same μ_k.

Let the substrate have total area A_t, of which the crystal covers A_c. The surface and interface terms are

∫_free γ(n) dA + γ_i A_c + γ_s (A_t − A_c).

The term γ_s A_t does not depend on the crystal, and at fixed V neither does the bulk energy. What remains is

E = ∫_free γ(n) dA + Δ A_c.  (3)

Strain, edge energies and reaction with the substrate are left out. The work of adhesion is the energy per area needed to separate the contact, W_ad = γ(−z) + γ_s − γ_i, so that Δ = γ(−z) − W_ad. Adhesion draws the substrate plane from the position of the free bottom facet towards the centre, and beyond it when W_ad > γ(−z). If h₀(−z) < γ(−z), the free shape has no such facet, and the plane cuts it only when W_ad > γ(−z) − h₀(−z).

**First derivation: a lower bound that is reached**

Let K be any crystal of volume V with a piecewise smooth boundary; it need not be convex. Take Cartesian axes x₁, x₂, x₃ in any orientation. We construct a map T from K into W_Δ that matches volume fractions.

Let S_K(x₁) be the area of the slice of K at x₁, and L_K(x₁,x₂) the length inside K of the line parallel to x₃. Define S_W and L_W likewise for W_Δ. The first component T₁(x₁) is chosen so that the fraction of W_Δ below T₁ equals the fraction of K below x₁. Within the matched slices, T₂(x₁,x₂) matches fractions of area; within the matched lines, T₃(x₁,x₂,x₃) matches fractions of length. Differentiating these three equalities gives

∂₁T₁ = (w/V) S_K/S_W,
∂₂T₂ = (S_W/S_K)(L_K/L_W),
∂₃T₃ = L_W/L_K.

All three are positive, and their product is w/V. Since an arithmetic mean is no smaller than the geometric mean,

∂₁T₁ + ∂₂T₂ + ∂₃T₃ ≥ 3 (w/V)^(1/3).  (4)

Integrate over K. On a line parallel to x_i, the integral of ∂_iT_i is the sum of T_i where the line leaves K minus the sum where it enters. A surface element dA has the projected area |n_i| dA across such lines, with n_i > 0 at an exit and n_i < 0 at an entry. Hence

∫_K Σ_i ∂_iT_i dV = ∫_∂K T·n dA.  (5)

This needs T_i to be continuous along x_i alone, which holds because each fraction grows continuously; jumps of T₂ or T₃ across other directions do no harm.

At the boundary T is a point of W_Δ. (Where a component of n vanishes, the matching component of T does not enter and may be chosen to make this so.) The definition of W_Δ then gives

T·n ≤ γ(n) on the free surface,
T·n = −T_z ≤ Δ on the contact, where n = −z.

With (3), (5) and (4),

E ≥ ∫_∂K T·n dA ≥ 3V (w/V)^(1/3) = 3 w^(1/3) V^(2/3).  (6)

The sign of Δ was not used.

The bound is reached by K = λW_Δ. At a boundary point of W_Δ with a unique normal, one of the defining inequalities is an equality, and its plane touches the body there, so its normal is n. On λW_Δ, therefore, x·n = λγ(n) on the free surface and x·n = λΔ on the contact. Since div x = 3,

3V = ∫_∂K x·n dA = λE.

With V = λ³w this is E = 3V/λ = 3 w^(1/3) V^(2/3). Sliding the body so that its cut face lies on the substrate changes no area and no energy, so (1) is proved.

The minimiser is unique up to a sideways shift. Two separate pieces V₁ and V₂ each obey (6), and V₁^(2/3) + V₂^(2/3) > (V₁+V₂)^(2/3), so the best crystal is connected. Equality in (4) requires ∂₁T₁ = (w/V)^(1/3) = 1/λ throughout K. Then T₁ = (x₁ − c)/λ with a constant c, and the formula for ∂₁T₁ gives S_K = λ²S_W. This is the slice area of λW_Δ shifted by c. The x₁ axis was arbitrary, so it holds for every direction. Put the centroids of K and λW_Δ at one point; every c is then zero, because matching slice areas have matching means. The Fourier transform of a body at a wavevector along x₁ is the one-dimensional transform of its slice areas. The two bodies thus have equal transforms and coincide.

A block of 1 × 1 × 0.6 nm shows the chain (6) at work. Take {100} faces with γ = 1.3 J/m² and Δ = 0.3 J/m², and let W_Δ be the shape of the worked example below, with w = 6.795 (J/m²)³. The block's energy is 1.3(1 + 4 × 0.6) + 0.3 = 4.72, in units of nm² J/m². The surface integral of T·n depends on the choice of axes; with x₁, x₂ along the long edges, x₃ = z and the map evaluated on a grid, it is 4.31, and the lower bound is 4.04.

**Second derivation: balance between facets**

Now suppose that the crystal is a convex polyhedron with a known list of facets, three of them meeting at each vertex. Facet j has area A_j, normal n_j, signed distance h_j from an origin, and cost c_j, where c_j = γ_j for a free facet and c_j = Δ for the contact. Then

E = Σ_j c_j A_j.

The contact plane is fixed in space, yet its h may be varied: a rigid translation returns the crystal to the substrate without changing any area.

Moving facet i outward by δh_i adds the volume A_i δh_i, so ∂V/∂h_i = A_i. With a multiplier μ for the fixed volume, the energy is stationary when

Σ_j c_j ∂A_j/∂h_i = μ A_i for every i.  (7)

Two geometrical facts solve this. First, let facets i and j share an edge of length ℓ, and let θ be the angle between their normals. Moving j outward by δh moves the edge a distance δh/sin θ within the plane of i, so

∂A_i/∂h_j = ℓ/sin θ = ∂A_j/∂h_i.

For facets without a common edge both derivatives vanish. Secondly, scaling all h_j by a common factor scales areas by its square, so Euler's theorem gives

Σ_j h_j ∂A_i/∂h_j = 2A_i.  (8)

Exchange the indices in (7) by the symmetry and insert h_j = λc_j. By (8) the left side becomes

Σ_j c_j ∂A_i/∂h_j = (1/λ) Σ_j h_j ∂A_i/∂h_j = 2A_i/λ.

Equation (7) therefore holds with μ = 2/λ. The free facets stand at λγ_j and the contact at λΔ, which is the construction again.

Here μ is the energy per volume of adding a thin layer to a facet. At the construction's shape it is the same on every facet, the buried one included, so no energy is gained by moving material from one to another. It agrees with the derivative of (1), dE_min/dV = 2 w^(1/3) V^(−1/3) = 2/λ.

A crystal with {100} faces alone shows the balance by elementary means. For a square block of side a and height H = V/a²,

E = (γ + Δ)a² + 4γV/a.

Setting dE/da = 2(γ + Δ)a − 4γV/a² = 0 and using V = a²H gives

H/a = (γ + Δ)/(2γ).  (9)

The construction gives the same: the height is λ(γ + Δ) and the width 2λγ.

**What each derivation assumes**

The first compares the proposed shape with every piecewise smooth competitor, including re-entrant and divided ones. It needs no list of facets and covers curved surfaces. It proves a global minimum and its uniqueness, but it does not say how a crystal finds that shape.

The second assumes convexity, a fixed list of facets and simple vertices. It shows that the energy is stationary, and does not by itself exclude a saddle, another solution of (7), or a gain from a facet missing from the list. In return it gives the local condition, equal μ on all facets, towards which exchange of atoms drives the shape.

Both assume the energy (3), with costs that do not depend on crystal size or on neighbouring facets. Strain or edge energy breaks that assumption in both.

**Limits**

*Detachment.* If Δ ≥ h₀(−z), the plane z = −Δ no longer cuts W₀. The first derivation can be repeated with W₀ in place of W_Δ, because on the contact T·n ≤ h₀(−z) ≤ Δ. The free Wulff shape is then optimal.

*Wetting.* Take a film with a (001) top facet, side L and volume V. Its energy is (γ₁₀₀ + Δ)L² + 4γ₁₀₀V/L. For Δ < −γ₁₀₀ it falls without bound as L grows, and the film spreads. At Δ = −γ₁₀₀ it tends to zero, which no finite L attains. For a general top orientation h₀(+z) takes the place of γ₁₀₀, since the top may lower its energy by faceting.

*Isotropic surface energy.* W₀ is a sphere of radius γ. On the contact line z = −Δ, so the normal there has n_z = −Δ/γ. This component is the cosine of the contact angle θ measured through the crystal, and

γ cos θ = γ_s − γ_i,

which is Young's law.

*Nucleation.* Let the vapour supply a driving energy g per volume, and let the nucleus keep its best shape. Then G(V) = 3w^(1/3)V^(2/3) − gV is stationary at V* = 8w/g³, where

G* = 12w/g² − 8w/g² = 4w/g².

At equal g the substrate lowers the barrier by the factor w/w₀, where w₀ is the volume of W₀. This assumes a nucleus large enough to have facets and surface energies.

**Worked example: a silicon nanocrystal on silica**

Consider V = 500 nm³, about 25 000 atoms, with [001] upwards and {111} and {100} facets. The rough, round parameters are γ₁₁₁ = 1.2, γ₁₀₀ = 1.3, γ_i = 0.8 and γ_s = 0.5 J/m². Then Δ = 0.3 J/m² and W_ad = 1.3 − 0.3 = 1.0 J/m².

The {111} planes bound the octahedron |x|+|y|+|z| ≤ s with s = √3 γ₁₁₁ = 2.078 J/m². At height z its section is a square of half-diagonal r = s − |z| and area 2r². The vertical {100} planes remove four corners, each of area (r − γ₁₀₀)², when r > γ₁₀₀. Integrating from −Δ to γ₁₀₀, for 0 ≤ Δ ≤ s − γ₁₀₀,

w = (2/3)[2s³ − (s−γ₁₀₀)³ − (s−Δ)³] − (4/3)[2(s−γ₁₀₀)³ − (s−γ₁₀₀−Δ)³].

This gives w = 6.795 (J/m²)³, against w₀ = 10.085 (J/m²)³ for the uncut shape. The barrier ratio is 0.67, for nuclei large enough to have facets. Real silicon nuclei near 900 K are not: with these energies an excess chemical potential of 0.5 eV per atom gives a nucleus of 42 atoms and a barrier of 137 kT, and 0.8 eV gives about 10 atoms and still 53 kT. The remaining quantities follow:

λ = (500/6.795)^(1/3) = 4.19 nm per J/m²
centre to substrate = 4.19 × 0.3 = 1.26 nm
height = 4.19 × (1.3 + 0.3) = 6.7 nm
width between {100} facets = 4.19 × 2.6 = 10.9 nm
E = 3V/λ = 358 nm² J/m² = 2.23 × 10³ eV = 3.58 × 10⁻¹⁶ J

The last line uses 1 J/m² = 6.24 eV/nm². A free crystal of the same volume has 2.55 × 10³ eV. The height-to-width ratio is 0.615, as (9) gives; the formula survives the {111} facets as long as the top and the vertical facets do.

A numerical search shows the plane's position without using the construction. Measure distances from the substrate point below the centre, where a facet should lie at λ(γ + Δn_z). Divided by the height, the predictions are 0.8125 for the vertical facets, 0.8583 for the upper {111} and 0.6417 for the lower {111}. Minimising E/V^(2/3) over these three ratios by the Nelder–Mead method, with fourfold symmetry imposed, returns the same four digits.

**Beside the real material**

The example is set in the regime of low-pressure silane deposition, near 900 K with 0.5 Torr of hydrogen. The silicon energies are of a plausible size; γ_i and γ_s are less certain, since they depend on the state of the oxide surface. Changing Δ by ±0.1 J/m² at fixed volume moves the height to 6.9 or 6.5 nm. The uncertainty may well be wider, and may include the sign: the height is 5.1 nm at Δ = −0.4 and 7.5 nm at Δ = 0.6 J/m².

With the binding energy assumed below, hydrogen is the largest of the corrections estimated here. If each surface site holds at most one atom, independently of its neighbours, its partition sum is 1 + exp[(μ_H + b)/kT], where b is the binding energy relative to half an H₂ molecule. With n_s sites per area,

γ → γ − n_s kT ln{1 + exp[(μ_H + b)/kT]}.

For ideal H₂ gas with translation and rotation, μ_H = −0.91 eV. With a rough b = 1.0 eV and kT = 0.078 eV, the coverage is 0.77 and the gain 0.113 eV per site. The site densities, 7.8 per nm² on (111) and 6.8 per nm² on (100), follow from one site per surface atom. The energies fall to γ₁₁₁ = 1.06 and γ₁₀₀ = 1.18 J/m². With Δ held fixed, E falls by 10 %, while the height rises by 3 %, to 6.9 nm. Adsorbate vibrations are ignored. With one Si–H stretch near 2100 cm⁻¹ and two bends near 630 cm⁻¹, and their zero-point energy counted in b, the fall in E would be about 16 %, so these are estimates of size. They also depend strongly on b and on the site count. Without vibrations, E falls by 2.7 % for b = 0.85 eV and by 18 % for b = 1.1 eV. The (111) site density above is that of the unreconstructed surface; with the 19 dangling bonds per 49 sites of the 7×7 reconstruction and b = 1.0 eV, E falls by about 6 % and the height drops to 6.6 nm instead of rising.

Other omissions matter less for this crystal. Adding {110} facets at 1.40 and {113} facets at 1.35 J/m² lowers E by 0.7 %. A trial edge energy of 0.5 eV/nm over 130 nm of edge adds 65 eV, or 3 %. These two estimates are not independent: the extra facets lengthen the edges to about 216 nm, which at the same trial edge energy would cost more than the 0.7 % they gain. Cooling by 600 K with a thermal mismatch of 3 × 10⁻⁶ per K and a biaxial modulus of 180 GPa stores at most 2 eV. With [111] upwards and the same Δ, E is 9 eV lower. This depends on the assumed equality of Δ: lowering Δ by only about 0.015 J/m² for the [001] crystal would cancel the difference, so the model does not settle the preferred orientation.

The assumption most exposed during growth is equilibrium itself. The capillary energy 2/λ is 0.48 GPa, or 0.06 eV per atom. If deposition supplies atoms at a much larger excess chemical potential, or faster than surface diffusion can redistribute them, growth rates can set the shape. Annealing then moves the shape towards the construction, provided that the volume is conserved, the oxide does not react and new atomic layers can start on the facets. The gain from a new layer vanishes as μ becomes equal on all facets, while the step around the layer costs energy, so a faceted crystal may stop short of the equilibrium shape.

Numerical values quoted here were computed with a short program.
